# A boron marker does not determine the interstitial diffusivity separately

**The argument under comment.** A thin boron layer lies 300 nm below a silicon surface. An implant damages the crystal at a depth of about 80 nm, and the wafer is annealed at 800 °C until the damage has released its self-interstitials. The marker broadens much more than it would in equilibrium. The argument takes an equilibrium interstitial concentration $C_I^*=6\times10^{12}$ cm⁻³, adjusts the interstitial diffusivity $D_I$ until a diffusion model reproduces the broadening, and obtains $D_I=10^{-10}$ cm²/s. It concludes that the marker has measured $D_I$, because faster interstitials would have broadened it differently.

The fit may be perfectly good. The question is whether another $D_I$ would fit equally well once $C_I^*$ is no longer held fixed.

**What boron responds to**

Substitutional boron moves by pairing with an interstitial, $B_s+I\rightleftharpoons BI$. I take one dimension, dilute boron and intrinsic conditions, so that charge-state factors are constant, and I neglect vacancy-mediated motion at first. Local equilibrium means

$$C_{BI}=K\,C_B\,C_I ,$$

where $C_{BI}\ll C_B$ allows the total boron concentration $C_B$ to replace the substitutional one. Since only pairs move, the boron flux is $J=-D_{BI}\,\partial_x C_{BI}$. With the supersaturation $S=C_I/C_I^*$, conservation of boron gives

$$\partial_t C_B=-\partial_xJ=D_{BI}K\,\partial_x^2(C_BC_I)=D_B^*\,\partial_x^2(SC_B),\qquad D_B^*=D_{BI}KC_I^* .$$

For $S=1$ this is ordinary diffusion, so $D_B^*$ is the equilibrium boron diffusivity. It is held fixed below, as is $D_{BI}$. A model with a smaller $C_I^*$ must therefore have a larger $K$, with $KC_I^*$ unchanged.

Let angle brackets denote averages over the marker profile. Multiply the boron equation by $x$ or $x^2$, divide by the boron dose, and integrate by parts twice. The boundary terms vanish for a marker far from the surface. Since $\partial_x^2x=0$ and $\partial_x^2x^2=2$,

$$\frac{d\langle x\rangle}{dt}=0,\qquad \frac{d\sigma^2}{dt}=\frac{d}{dt}\left(\langle x^2\rangle-\langle x\rangle^2\right)=2D_B^*\langle S\rangle .$$

Expand $S$ about the marker centre $x_m$. The linear term averages to zero because the mean stays at $x_m$; the first correction is $\tfrac12\sigma^2\partial_x^2S$. For a marker narrow compared with the length over which $S$ varies,

$$\Delta\sigma^2=2D_B^*\int_0^t S(x_m,t')\,dt' .\tag{1}$$

The broadening thus reports a time integral of $S$. Neither $D_I$ nor $C_I^*$ appears, and any further inference needs a model of how interstitials reach the marker.

**What fixes the supersaturation**

Write $u=S-1$, and let $g(x,t)$ be the release rate per volume and $n_T$ the excess concentration held in reversible traps. Bulk sinks remove free interstitials at the rate $D_I(C_I-C_I^*)/\Lambda^2$. Inserting $C_I=C_I^*(1+u)$ into the balance of free interstitials gives

$$C_I^*\partial_tu=P\left(\partial_x^2u-\frac{u}{\Lambda^2}\right)+g-\partial_tn_T,\qquad P=D_IC_I^* .\tag{2}$$

At the surface, the outgoing flux $D_I\partial_xC_I$ equals $k_s(C_I-C_I^*)$, hence $\partial_xu=u/L_s$ with $L_s=D_I/k_s$. In the comparisons below $L_s$ and $\Lambda$ are held fixed, so the surface velocity $k_s$ and the bulk sink rate scale with $D_I$. This is appropriate for diffusion-limited sinks. If $k_s$ were fixed instead, changing $D_I$ would change $L_s$, and models with equal $P$ would no longer broaden the marker equally.

Now integrate (2) from the start of the anneal, when $u=n_T=0$. With $U=\int_0^tu\,dt'$ and $R=\int_0^tg\,dt'$,

$$-\partial_x^2U+\frac{U}{\Lambda^2}=\frac{1}{P}\left[R-C_I^*u-n_T\right].\tag{3}$$

The bracket is what has been released minus what is still stored. To solve (3), define $G(x,s)$ as the decaying solution of $-\partial_x^2G+G/\Lambda^2=\delta(x-s)$ with the same surface condition. The function $(\Lambda/2)e^{-|x-s|/\Lambda}$ has slopes $+\tfrac12$ and $-\tfrac12$ on the two sides of $s$, which is the required jump of $-1$. Adding a decaying homogeneous solution,

$$G(x,s)=\frac{\Lambda}{2}\left[e^{-|x-s|/\Lambda}+r\,e^{-(x+s)/\Lambda}\right].$$

At $x=0$ the slope is $\tfrac12(1-r)e^{-s/\Lambda}$ and the value is $\tfrac{\Lambda}{2}(1+r)e^{-s/\Lambda}$. The surface condition then reads $L_s(1-r)=\Lambda(1+r)$, so $r=(L_s-\Lambda)/(L_s+\Lambda)$. Consequently

$$U(x,t)=\frac1P\int_0^\infty G(x,x')\left[R-C_I^*u-n_T\right]dx' .\tag{4}$$

When all excess interstitials have been lost, the stored terms vanish. If a dose $Q$ per area was released at depth $s$, then $R=Q\,\delta(x-s)$, and (1) becomes

$$\Delta\sigma^2=2D_B^*\left[t+\frac{Q\,G(x_m,s)}{P}\right].\tag{5}$$

This is the answer to the argument. With $D_B^*$, $Q$, $s$, $L_s$ and $\Lambda$ known, the final broadening gives $P$. It cannot divide $P$ into its two factors. The time dependence of the release has also dropped out.

A useful limit is $\Lambda\to\infty$, where $r\approx-1+2L_s/\Lambda$. Expanding the exponentials to first order,

$$G\to\tfrac12\left(x+s-|x-s|\right)+L_s=\min(x,s)+L_s .$$

Beyond the source, $G=s+L_s$ is independent of marker depth: without bulk sinks, every released interstitial must eventually leave through the surface.

**Two models for the same marker**

Take the rough, round values $D_B^*=4\times10^{-3}$ nm²/s, $P=6\times10^{-5}$ nm⁻¹s⁻¹ (600 cm⁻¹s⁻¹), $Q=0.05$ nm⁻², $L_s=20$ nm and $\Lambda=1000$ nm. The release rate decays exponentially with time constant $\tau=100$ s. The initial marker width is $\sigma=10$ nm.

- Model A: $D_I=10^{-10}$ cm²/s, $C_I^*=6\times10^{12}$ cm⁻³, no traps.
- Model B: $D_I=10^{-7}$ cm²/s, $C_I^*=6\times10^{9}$ cm⁻³, no traps.

Both have the same $P$. Here $r=-980/1020$, so

$$G(300,80)=500\left[e^{-0.22}-\tfrac{980}{1020}e^{-0.38}\right]=72.7\ \text{nm}.$$

The excess part of (5) is

$$2(4\times10^{-3})\,\frac{0.05\times72.7}{6\times10^{-5}}\approx485\ \text{nm}^2 .$$

Equilibrium diffusion during 3000 s adds $2(4\times10^{-3})(3000)=24$ nm². The final width is $\sqrt{100+485+24}\approx24.7$ nm in both models. Numerical integration of the coupled boron and interstitial equations gives 24.7 nm for each, and inverting (5) returns $P=600$ cm⁻¹s⁻¹ for each.

The claim that faster interstitials would change the marker is true at fixed $C_I^*$: doubling $D_I$ in model B halves the excess variance to 242 nm², because it doubles $P$. That sensitivity is what the original fit used. Its value of $D_I$ was $P$ divided by an assumed concentration.

**Could the time course rescue the claim?**

The two models are not identical during the anneal. The excess variance growth, $\Delta\sigma^2-2D_B^*t$, in nm² is as follows; model C is defined below.

| Time | A | B | C |
|---|---:|---:|---:|
| 10 s | 17.7 | 46.1 | 17.7 |
| 30 s | 83.4 | 125.6 | 83.4 |
| 100 s | 273.0 | 306.5 | 273.0 |
| 3000 s | 484.9 | 485.0 | 484.9 |

Equation (4) explains the lag of A: its larger $C_I^*$ stores more interstitials at a given $S$. Evaluating the stored inventory numerically reproduces the growth at the first three times, in all three models, within 0.1%. Since A has accumulated less by 100 s but reaches the same total, it must accumulate more afterwards. Indeed, at 100 s its supersaturation at the marker is 253, against 224 in B. Equal $P$ therefore does not mean equal $D_IC_I(x,t)$ at each instant.

If storage is negligible, (2) is quasi-steady and $u=(Q/P\tau)\,G\,e^{-t/\tau}$. At 100 s this gives $u\approx223$, as in model B. Without traps, a sufficient condition is that the storage time $\Lambda^2/D_I$ be much shorter than $\tau$. It is 0.1 s in B but 100 s in A. Two trap-free models with the same $P$, sink lengths and release that both meet this condition have nearly the same supersaturation after a few storage times. The faster model gains a small early lead in variance. By (4) this lead is set by the difference in stored inventory, so it decays together with the release and vanishes at the end, as (5) requires.

Even a resolved lag does not isolate $D_I$. Let traps be dilute, sparsely occupied and fast, so that $n_T=\beta C_I^*u$. Equation (2) becomes

$$C_I^*(1+\beta)\,\partial_tu=P\left(\partial_x^2u-\frac{u}{\Lambda^2}\right)+g .$$

Given $g$ and the sink lengths, $u$ depends on $P$ and on the storage coefficient $C_I^*(1+\beta)$. Their ratio is $D_I/(1+\beta)$. Model C is B with $\beta=999$: its free interstitials are a thousand times faster than those of A, yet it has the same storage coefficient. In the fast-trap limit A and C give the same $S(x,t)$, hence the same boron profile at every time. With a finite trap release rate of 100 s⁻¹, their computed excess variances differ by at most 0.07% at the tabulated times. That rate is idealized: for $10^{17}$ cm⁻³ traps it would require a capture radius of several nanometres, too large for an atomic-size trap. With a more realistic 0.5 nm, diffusion-limited capture gives a release rate of 6 to 7 s⁻¹, and the difference is about 1% at 10 s and at most 0.1% at the later times.

**How far the model can be trusted**

Local equilibrium requires many pairing events. Let pairs dissociate at rate $k_d$ and travel a length $\lambda=\sqrt{D_{BI}/k_d}$. For a Fourier component of wavenumber $k$, the quasi-steady pair balance is $k_dKC_IC_B=(k_d+D_{BI}k^2)C_{BI}$. The decay rate $D_{BI}k^2C_{BI}/C_B$ is then

$$\frac{D_B^*S\,k^2}{1+\lambda^2k^2}.$$

As $k\to0$ the correction disappears, so the variance law survives while the profile shape changes. For $\lambda=3$ nm and $k=1/\sigma$ at the final width, the rate is 1.5% below its local-equilibrium value. Each boron atom makes on average $509/(2\lambda^2)\approx28$ migrations.

These numbers are meant to lie in the regime of transient enhanced diffusion in implanted silicon; they do not describe a particular wafer. By (5), the inferred $P$ is proportional to the assumed dose and also depends on the assumed sinks. Removing the bulk sinks raises $G$ from 72.7 to 100 nm, so the same final marker would imply a $P$ about 37% larger once all excess interstitials have left. Without bulk sinks they leave slowly: at 3000 s, with the $C_I^*$ of model A, the increase is about 33%. An anneal 5 K colder than believed raises the excess variance by about 7%, if the activation energy of $P$ exceeds that of $D_B^*$ by a rough 1.4 eV. For a peak boron concentration of $10^{17}$ cm⁻³ and an intrinsic carrier density near $2\times10^{18}$ cm⁻³, the Fermi-level factor is 1.03. The ratio of the pair and free transport coefficients, $D_B^*C_B/P$, is 0.7%, so interstitials carried by boron lower $S$ at the marker by only about that much. The pair flux itself can locally be a sizeable fraction of the free flux, because the boron profile is much steeper than $S$. With $10^{17}$ cm⁻³ traps, occupancy in C stays below 5%. If a fraction $f_I$ of $D_B^*$ is interstitial-mediated and vacancies remain at equilibrium, the excess term in (5), and hence the inferred $P$, is multiplied by $f_I$. Interstitial–vacancy recombination is neglected throughout. At supersaturations of several hundred it depletes vacancies and acts as an additional sink: for fast recombination, equal sink lengths for both defects and a vacancy product $D_VC_V^*$ of one to three times $P$, the final excess variance falls by roughly 1 to 3%.

**Requested revision**

The reported quantity should be $P$, with the assumed dose and sink lengths stated beside it. Quoting $D_I$ requires further information, such as an independent value of $C_I^*$, or a resolved lag together with the release, the sink lengths and the ratio $\beta$ of trapped to free interstitials. Knowing only the trapped amount is of little help when it dominates the storage: in model C, doubling $C_I^*$ at fixed $P$ and fixed trapped amount changes the excess variance at 10 s by less than 0.1%. Pair thermodynamics could also decide: at the assumed $D_{BI}=10^{-10}$ cm²/s, models A and B need $K=6.7\times10^{-20}$ and $6.7\times10^{-17}$ cm³. Relative to a silicon site density of $5\times10^{22}$ cm⁻³, the corresponding binding free energies $k_BT\ln(KN_{Si})$ are 0.75 and 1.39 eV. A reliable binding value, together with $D_{BI}$, would separate models that the final marker width cannot. The numerical output below lists the remaining values.

## Numbers as computed

```
Temperature: 1073.15 K; kT: 0.09248 eV
Boron diffusivity DB*: 4.00e-17 cm2/s = 4.00e-03 nm2/s
Product P: 600.0 cm^-1 s^-1 = 6.00e-05 nm^-1 s^-1
Interstitial dose Q: 5.00e+12 cm^-2 = 0.050 nm^-2
Source depth, marker depth: 80, 300 nm
Surface length, bulk sink length: 20, 1000 nm
Release time, initial marker sigma: 100 s, 10.00 nm
Model A: D_I 1.0e-10 cm2/s, C_I* 6.0e+12 cm^-3, beta 0
Model B: D_I 1.0e-07 cm2/s, C_I* 6.0e+09 cm^-3, beta 0
Model C: D_I 1.0e-07 cm2/s, C_I* 6.0e+09 cm^-3, beta 999
Effective diffusivity D_I/(1+beta), model C: 1.00e-10 cm2/s
Trap release rate: 100 s^-1
Green function at marker: 72.738 nm
Same without bulk sinks: 100.0 nm
Integrated excess supersaturation: 6.0615e+04 s
Final excess variance, formula: 484.92 nm2
Excess variance growth in nm2, simulated, models A, B, C:
  t = 10 s: 17.71, 46.08, 17.72
  t = 30 s: 83.35, 125.63, 83.35
  t = 100 s: 273.04, 306.53, 273.04
  t = 3000 s: 484.94, 484.99, 484.94
At marker centre, t = 100 s: S, C_I (cm^-3), D_I C_I (cm^-1 s^-1)
  A: 252.7, 1.516e+15, 1.516e+05
  B: 224.0, 1.344e+12, 1.344e+05
  C: 252.7, 1.516e+12, 1.516e+05
Equilibrium variance growth in 3000 s: 24.00 nm2
Final marker sigma, A, B, C: 24.677, 24.678, 24.677 nm
P recovered from final marker, A, B, C: 599.98, 599.91, 599.98 cm^-1 s^-1
Final excess, A with 20 s release: 484.82 nm2
Final excess, B with D_I doubled: 242.48 nm2
Largest A-C relative difference: 0.067 %
Largest inventory-identity error: 0.090 %
Pair diffusivity, path length: 1.0e-10 cm2/s, 3.0 nm
Pair constant K, A and B: 6.67e-20, 6.67e-17 cm3
kT ln(K N_Si), A and B: 0.750, 1.389 eV (N_Si 5e+22 cm^-3)
Two-state decay / local equilibrium at k=1/sigma: 0.9852
Migration events per boron: 28.3; excess kurtosis: 0.148
Peak boron, n_i, trap density: 1e+17, 2e+18, 1e+17 cm^-3
Boron-carried / free interstitial transport: 0.67 %
Upper bound, dose stored in pairs: 0.00122 %
Fermi-level factor p/n_i at peak: 1.0253
Upper bound, trap occupancy in C: 4.53 %
Equilibrium share of final growth: 4.72 %
Excess change for 5 K error, 1.4 eV difference: 7.31 %
```
